# Mönch's pinning rule applied to silicon and silica

## Problem

When a metal touches a semiconductor or an insulator, an electron must climb a barrier $\varphi$ from the metal's Fermi level to the conduction band edge. The barrier depends on the metal's work function $\Phi$. Its sensitivity is measured by the dimensionless slope

$$S=\frac{d\varphi}{d\Phi}.$$

If $S=1$, the barrier follows the work function fully. If $S=0$, it is pinned: changing the metal does nothing. Mönch's empirical rule estimates the slope from one property of the non-metal,

$$S=\frac{1}{1+0.1(\varepsilon_\infty-1)^2},$$

where $\varepsilon_\infty$ is the electronic relative permittivity, that is, the response of the electrons with the nuclei held still.

(a) Find $S$ for silicon, $\varepsilon_\infty=11.7$, and for silica, $\varepsilon_\infty=2.25$.

(b) Two metals have work functions 4.1 and 5.6 eV, roughly the range from aluminium to platinum. How much do their barriers differ on each material?

(c) What does the form of the rule mean physically, and how far can the numbers be trusted?

The choice of permittivity matters. Silicon is nonpolar, so a uniform static field does not displace its two identical sublattices against each other to first order. Its low-frequency value, 11.7, therefore serves closely as $\varepsilon_\infty$. Silica is polar, and its static permittivity, roughly 3.9, includes displaced ions. The electronic value follows from the refractive index in visible light, about 1.5, whose square is 2.25. This is a rounded input: fused silica has an index of 1.46, whose square, 2.13, would give $S\approx0.89$ in place of the 0.86 found below.

## First estimate by scaling

Write the rule as $S=1/(1+A)$ with $A=0.1(\varepsilon_\infty-1)^2$. The size of $A$ relative to 1 decides the regime. The crossover $A=1$ requires $(\varepsilon_\infty-1)^2=10$, so

$$\varepsilon_\infty=1+\sqrt{10}\approx4.16,\qquad S=\tfrac12 .$$

Silicon lies well above this value and silica well below it.

For silicon, $\varepsilon_\infty-1$ is about 10, so $A$ is about $0.1\times10^2=10$. When $A\gg1$ the 1 in the denominator can be dropped, which leaves $S\approx1/A\approx0.1$.

For silica, $\varepsilon_\infty-1$ is about 1, so $A\approx0.1$. When $A\ll1$, $1/(1+A)\approx1-A$, which gives $S\approx0.9$.

The work functions differ by 1.5 eV. The estimated barrier differences are therefore $0.1\times1.5=0.15$ eV on silicon and $0.9\times1.5=1.35$ eV on silica.

## Exact solution

### Where the form $1/(1+A)$ comes from

The algebra uses atomic units, in which the electron charge has magnitude 1 and $4\pi\epsilon_0=1$. Let $\chi$ be the electron affinity, the depth of the conduction edge below vacuum. Without interface charge the vacuum levels line up, and the barrier is

$$\varphi_b=\Phi-\chi .$$

At a real contact, electron waves from the metal decay into the gap of the non-metal and provide states there. The model places these states in a sheet at distance $\delta$ from the metal, across a layer of permittivity $\varepsilon_i$, and gives them a constant density $D$ per unit area and energy. The sheet is neutral when it is filled up to the charge neutrality level, which lies a depth $\varphi_0$ below the conduction edge.

The Fermi level lies a depth $\varphi$ below the same edge. If $\varphi<\varphi_0$, it is above the neutrality level, and the extra electrons per area number

$$n=D(\varphi_0-\varphi).$$

Charge on the non-metal side is ignored for now, so the metal carries the opposite charge $+n$. The field between the sheets has magnitude $4\pi n/\varepsilon_i$. Multiplying by $\delta$ gives the potential-energy step. An electron has higher energy on the negatively charged side, so the step raises the barrier:

$$\varphi=\varphi_b+\frac{4\pi\delta}{\varepsilon_i}D(\varphi_0-\varphi).$$

Define $A=4\pi D\delta/\varepsilon_i$ and collect the terms in $\varphi$:

$$(1+A)\varphi=\varphi_b+A\varphi_0 .$$

Dividing by $1+A$, and noting that $A/(1+A)=1-1/(1+A)$, gives

$$\varphi=S(\Phi-\chi)+(1-S)\varphi_0,\qquad S=\frac{1}{1+A}.$$

The coefficient of $\Phi$ is the slope defined in the problem. The barrier is a weighted mean of the unpinned value and the neutrality depth.

An energy argument gives the same law. Moving the first electron from the metal's Fermi level to the neutrality level costs $\varphi_b-\varphi_0$. Filling successive states costs a further $\int_0^n(n'/D)\,dn'=n^2/(2D)$, and charging the two sheets costs $2\pi\delta n^2/\varepsilon_i$. The total is

$$E(n)=n(\varphi_b-\varphi_0)+\frac{n^2}{2D}+\frac{2\pi\delta n^2}{\varepsilon_i}.$$

Setting $dE/dn=0$ gives $\varphi_b+4\pi\delta n/\varepsilon_i=\varphi_0-n/D$. The left side is the barrier including the dipole. The right side is the filling condition solved for $\varphi$. This is the charge balance again, and it is a minimum because both quadratic terms are positive.

The model explains why $S$ has the form $1/(1+A)$. It does not derive $A=0.1(\varepsilon_\infty-1)^2$; both the coefficient and the square are an empirical fit. The trend is plausible, because a large electronic permittivity usually accompanies a small gap, into which metal waves penetrate further.

### The two slopes

For silicon,

$$(11.7-1)^2=10.7^2=114.49,\qquad A=11.449,$$

$$S=\frac{1}{12.449}=0.0803\approx0.08.$$

For silica,

$$(2.25-1)^2=1.5625,\qquad A=0.15625,$$

$$S=\frac{1}{1.15625}=\frac{32}{37}=0.8649\approx0.86.$$

Putting the static permittivity 3.9 into the rule for silica would give 0.54, since the lattice response would be counted as electronic.

### The four barriers

Rough typical values are $\chi=4.05$ eV and $\varphi_0=0.8$ eV for silicon, and $\chi=0.9$ eV and $\varphi_0=4.5$ eV for silica. The gaps are 1.12 and 9.0 eV.

On silicon the unpinned barriers are $4.1-4.05=0.05$ eV and $5.6-4.05=1.55$ eV. With pinning,

$$\varphi_{\rm low}=0.0803(0.05)+0.9197(0.8)=0.740\ \text{eV},$$

$$\varphi_{\rm high}=0.0803(1.55)+0.9197(0.8)=0.860\ \text{eV}.$$

The difference is 0.120 eV. The unpinned value 1.55 eV exceeds the gap and would put the Fermi level inside the valence band, where this model of gap states does not apply. The pinned value lies within the gap.

On silica the unpinned barriers are 3.20 and 4.70 eV. With pinning,

$$\varphi_{\rm low}=0.8649(3.20)+0.1351(4.5)=3.376\ \text{eV},$$

$$\varphi_{\rm high}=0.8649(4.70)+0.1351(4.5)=4.673\ \text{eV}.$$

The difference is 1.297 eV. The first barrier rises and the second falls, because each is drawn towards 4.5 eV.

### The density of states implied by $A$

In SI units, $D=A\epsilon_0\varepsilon_i/(e^2\delta)$. Take the model values $\delta=4$ angstrom and $\varepsilon_i=2$ for both materials. Then $D$ is $3.16\times10^{14}$ states per eV cm² on silicon and $4.32\times10^{12}$ on silica. At fixed $\delta/\varepsilon_i$ their ratio, about 73, is the ratio of the two values of $A$. Another choice of $\delta/\varepsilon_i$ would change both densities but not the barriers above, because $D$, $\delta$ and $\varepsilon_i$ enter them only through $A$.

Temperature hardly enters through the filling of these states. For constant $D$, thermal excitation empties as many states below the Fermi level as it fills above, provided the band edges are many $k_BT$ away. Solving the charge balance with Fermi filling and states confined to the gap gives slopes of 0.0803 and 0.8649 at 300 K. At 400 K the barriers still agree with the formula to within 0.0001 eV. Changes of the gap itself with temperature are not included.

## Comparison of the estimate and the exact result

The scaling estimates 0.1 and 0.9 exceed the exact slopes by about 25% and 4% of those slopes. Part of the error comes from rounding $\varepsilon_\infty-1$, and part from the limiting formulas. The second part can be isolated by using the unrounded $A$.

In the strong-pinning limit,

$$\frac{1/A}{S}=\frac{1+A}{A}=1+\frac1A .$$

For silicon $1/A=0.087$, so the limiting formula is 8.7% too high relative to the exact slope. In the weak-pinning limit,

$$\frac{1-A}{S}=(1-A)(1+A)=1-A^2 .$$

For silica $A^2=0.024$, so the limiting formula is 2.4% too low. Rounding 1.25 to 1 more than reversed this error. The estimate thus settles the regime, while the full formula is needed for the second decimal at a given $\varepsilon_\infty$. For silica the rounding of the input itself, 2.25 against 2.13, moves $S$ by about 0.02.

### How errors in the input spread

Let $a$ stand for the prefactor 0.1. From $\ln S=-\ln(1+A)$,

$$\frac{d\ln S}{d\ln A}=-\frac{A}{1+A}=-(1-S).$$

Since $A$ is proportional to $a$, this is also $d\ln S/d\ln a$. For the permittivity, $\ln A=\ln a+2\ln(\varepsilon_\infty-1)$ gives $d\ln A/d\ln\varepsilon_\infty=2\varepsilon_\infty/(\varepsilon_\infty-1)$. Multiplying, and using $A/(1+A)=AS$,

$$\frac{d\ln S}{d\ln\varepsilon_\infty}=-2a\,\varepsilon_\infty(\varepsilon_\infty-1)S .$$

The result is $-2.01$ for silicon and $-0.49$ for silica. A 1% increase in permittivity lowers the slope by about 2% and 0.5% respectively.

For equal relative errors the prefactor matters less: $d\ln S/d\ln a$ is $-0.92$ for silicon and $-0.14$ for silica. But it is an empirical fit, and its error may be much larger than that of the permittivity. As a trial, not a measured uncertainty, halve and double it. On silicon $S$ becomes 0.149 or 0.042, and the barrier difference 0.223 or 0.063 eV. On silica $S$ becomes 0.928 or 0.762, and the difference 1.391 or 1.143 eV. The contrast between the materials survives, but the second decimal of $S$ is arithmetic, not predictive accuracy.

### Effects left out on silicon

Take n-type silicon with $N=10^{17}$ donors per cm³ at 300 K. With a rough effective band density of $2.8\times10^{19}$ per cm³, the bulk Fermi level lies $\xi=k_BT\ln(280)=0.146$ eV below the conduction edge. The bands therefore bend by $\psi=\varphi-\xi$.

**Depletion charge.** In a layer of width $W$ emptied of electrons, Poisson's equation gives $\psi=2\pi NW^2/\varepsilon$, where $\varepsilon$ is silicon's permittivity. The positive charge per area is

$$\sigma=NW=\sqrt{\frac{\varepsilon N\psi}{2\pi}} .$$

It replaces $n$ by $n-\sigma$ in the dipole step. Solving for $\varphi$ as before shifts the barrier by $-4\pi\delta S\sigma/\varepsilon_i$, to first order in $\sigma$, which is evaluated at the unshifted barrier. The widths are 88 and 96 nm for the low and high metal, and the shifts are only $-0.0025$ and $-0.0028$ eV. Unlike the barriers, these shifts are proportional to the chosen $\delta/\varepsilon_i$.

**Image force.** The field at the interface is $F=4\pi\sigma/\varepsilon$, or 0.136 and 0.149 MV/cm. An electron at distance $x$ is attracted by its image, so relative to the barrier top without the image force its energy is

$$U(x)=-\frac{1}{4\varepsilon x}-Fx .$$

Setting $dU/dx=0$ gives $x=1/(2\sqrt{\varepsilon F})$. Each term then equals $-\frac12\sqrt{F/\varepsilon}$, so the barrier falls by $\sqrt{F/\varepsilon}$. This is 0.041 and 0.043 eV.

**Tunnelling.** Thermally excited electrons can pass below the top. Measure energy $E$ from the bulk conduction edge and let $T(E)$ be the transmission. Weighting by the Boltzmann factor and dividing by the current over the top gives the enhancement

$$g=1+\frac{1}{k_BT}\int_0^\psi T(E)\,e^{(\psi-E)/k_BT}\,dE .$$

The barrier is $\psi s^2$ with $s=1-x/W$. The semiclassical (WKB) transmission is $T=e^{-\theta}$, with $b=\sqrt{E/\psi}$ and

$$\theta=2W\sqrt{2m\psi}\int_b^1\sqrt{s^2-b^2}\,ds .$$

The light transverse mass, $m=0.19$ electron masses, gives the largest effect among silicon's principal masses. The factors $g$ are 3.36 and 3.73, equivalent to lowering the barrier by $k_BT\ln g=0.031$ and 0.034 eV. These figures are rough. About half of the integral comes from energies where $\theta<1$, at the edge of WKB validity. Taking $T=1$ above the top also ignores reflection at the metal, which can reduce the whole current by a factor of a few and cancel most of this lowering. The factor $g$ is best read as the ratio of the total current to the part that passes over the top. This barrier also omits image rounding, so the two lowerings should not simply be added.

These effects shift both barriers by nearly the same amount. They matter for the current, but they change the difference between the metals by only a few meV.

### Effects left out on silica

Apply 1 MV/cm, a tenth of the rough breakdown field, in the direction that pulls electrons from the metal into the oxide. With the electronic permittivity 2.25, image lowering is 0.253 eV. The field also acts across the dipole layer. Continuity of displacement, with static permittivity 3.9, gives a drop of $3.9\times0.01\times4/2=0.078$ eV, where 0.01 is the field in volts per angstrom. The interface states screen this by the factor $S$, leaving a shift of $-0.067$ eV, again proportional to the chosen $\delta/\varepsilon_i$. At fixed field both changes are the same for the two metals, so their barrier difference is unchanged in this model.

For the low metal, a 10 nm film and a mass of 0.5 electron masses, the WKB transmission is about $10^{-53}$. A constant mass overstates the decay this deep in the gap, and a two-band dispersion would give nearer $10^{-44}$, but direct tunnelling is negligible either way. That conclusion does not carry over to films of one or two nanometres.

### Beside real contacts

Measured barriers on n-type silicon are roughly 0.7 eV for aluminium and 0.85 eV for platinum silicide, close to the model's pair. Most of that agreement comes from the chosen $\varphi_0$, whose term supplies 0.736 eV of each model barrier, and platinum silicide need not have platinum's work function. One pair is also a weak test of the slope. Tabulated barriers of elemental metals on n-type silicon spread from roughly 0.4 to 0.9 eV, and a straight line against work function has a slope near 0.2 with large scatter, about twice the rule's 0.08. On silica the measured aluminium barrier, about 3.2 eV, lies below the model's 3.376 eV. Modern source and drain contacts break the assumption of moderate doping: those on n-type silicon use about $10^{20}$ donors per cm³. At fixed band bending the depletion width falls as $1/\sqrt N$, to about 3 nm, and tunnelling through this layer would carry nearly all of the current. The silicon is then degenerate, and the depletion shift of the barrier, which grows as $\sqrt N$, reaches nearly $-0.1$ eV. The image-force formula is no longer reliable there: it would put the barrier maximum only about 2.7 angstrom from the metal, inside the dipole layer of the model. Modern gates often place the metal on hafnium oxide, usually with a thin silica-like layer between that oxide and the silicon. With its rough $\varepsilon_\infty$ of 4, the rule gives $S=1/1.9\approx0.53$, so about half of a work-function change would reach the barrier. The numerical output below lists the inputs and results of the model calculations for silicon and silica; the measured values, the caveats on silica's index and on the tunnelling figures, and the estimates for heavy doping and hafnium oxide are not part of it.

## Table of computed values

```
Work functions, low and high: 4.1, 5.6 eV
Dipole layer: thickness 4.0 angstrom, permittivity 2.0
Work-function span: 1.50 eV
silicon: eps_inf 11.7, affinity 4.05 eV, gap 1.12 eV, neutrality depth 0.8 eV
silicon: (eps-1)^2 = 114.4900, A = 11.44900, S = 0.0803
silicon: interface states 3.16e+14 per eV cm^2
silicon, low: bare barrier 0.05 eV, pinned barrier 0.740 eV
silicon, high: bare barrier 1.55 eV, pinned barrier 0.860 eV
silicon: slope from charge balance 0.0803, barrier span 0.120 eV
silicon: largest barrier change from filling at 400 K 0.0000 eV
silicon: dlnS/dln(eps) -2.011, dlnS/dln(prefactor) -0.920
silicon: prefactor 0.05: S = 0.149, span 0.223 eV
silicon: prefactor 0.2: S = 0.042, span 0.063 eV
silica: eps_inf 2.25, affinity 0.9 eV, gap 9.0 eV, neutrality depth 4.5 eV
silica: (eps-1)^2 = 1.5625, A = 0.15625, S = 0.8649
silica: interface states 4.32e+12 per eV cm^2
silica, low: bare barrier 3.20 eV, pinned barrier 3.376 eV
silica, high: bare barrier 4.70 eV, pinned barrier 4.673 eV
silica: slope from charge balance 0.8649, barrier span 1.297 eV
silica: largest barrier change from filling at 400 K 0.0000 eV
silica: dlnS/dln(eps) -0.486, dlnS/dln(prefactor) -0.135
silica: prefactor 0.05: S = 0.928, span 1.391 eV
silica: prefactor 0.2: S = 0.762, span 1.143 eV
Permittivity at which S = 1/2: 4.162
Silica with static permittivity 3.9 (wrong input): S = 0.543
Silicon doping 1e+17 cm^-3, band density 2.8e+19 cm^-3, 300 K
Silicon bulk Fermi depth 0.146 eV, tunnelling mass 0.19 m_e
Silicon, low: depletion width 87.6 nm, field 0.136 MV/cm
Silicon, low: depletion dipole shift -0.0025 eV, image lowering 0.041 eV
Silicon, low: tunnelling current factor 3.36, effective lowering 0.031 eV
Silicon, high: depletion width 96.1 nm, field 0.149 MV/cm
Silicon, high: depletion dipole shift -0.0028 eV, image lowering 0.043 eV
Silicon, high: tunnelling current factor 3.73, effective lowering 0.034 eV
Silica field 1.0 MV/cm, film 10 nm, tunnelling mass 0.5 m_e
Silica image lowering 0.253 eV, field dipole shift -0.067 eV
Silica, low: log10 of WKB transmission -53.3
```
